# Nickel Diffusion Time Across 100 nm of Silicon: test program

```python
"""
Result under test: dilute interstitial nickel crosses a silicon film of
thickness L in a time of order L^2/D (100 us for 100 nm and 1e-6 cm2/s).
Mean first crossing: L^2/(2D).  With the source face held at concentration Cs
and the far face closed, the far face reaches the fraction f of Cs at
(4 L^2/(pi^2 D)) ln(4/(pi (1-f))) for f of one half or more.

D: diffusivity, b: spacing of interstitial planes along [001] (a/4),
hop: jump rate from one plane to one given neighbour plane.
The formulas are compared with a random walk over the atomic planes.
Lengths are in cm, times in s, energies in eV unless a name says otherwise.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

k_ev = const.k / const.e
a_si = const.physical_constants["lattice parameter of silicon"][0] * 100
L = 100e-7
D = 1e-6
tau = L**2 / D
b = a_si / 4
planes = round(L / b)

# Jumps on the tetrahedral interstitial network, all paths enumerated.
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
n_jumps = 6
ends = np.array([sum((-1)**i * bonds[j] for i, j in enumerate(path))
                 for path in itertools.product(range(4), repeat=n_jumps)])
mean_z2_per_jump = np.mean(ends[:, 2]**2) / n_jumps * b**2
assert abs(mean_z2_per_jump / b**2 - 1) < 1e-12
jump_rate = 2 * D / mean_z2_per_jump
hop = jump_rate / 2


def walk_matrix(n, bias=0.0):
    """Backward generator; index = distance from exit, last plane reflects.
    bias is the energy gain over the film towards the exit, in kT."""
    out = hop * np.exp(bias / (2 * n))
    back = hop * np.exp(-bias / (2 * n))
    diag = np.full(n, -(out + back))
    diag[-1] = -out
    return diag, np.full(n - 1, back), np.full(n - 1, out)


def walk_mean_time(n, bias=0.0):
    diag, upper, lower = walk_matrix(n, bias)
    band = np.zeros((3, n))
    band[0, 1:], band[1], band[2, :-1] = upper, diag, lower
    return solve_banded((1, 1), band, -np.ones(n))[-1]


# Mean crossing time and its quadratic dependence on thickness.
mean_time = L**2 / (2 * D)
mean_walk = walk_mean_time(planes)
assert abs(mean_walk / mean_time - 1) < 4e-3  # finite plane spacing
half_film = round(L / 2 / b)
assert abs(walk_mean_time(half_film) / (mean_time / 4) - 1) < 8e-3

# Filling of the far face: series against the walk over atomic planes.
diag, off, _ = walk_matrix(planes)
rates, modes = eigh_tridiagonal(diag, off)
weights = modes[-1] * modes.sum(axis=0)


def fill_walk(t):
    return 1 - np.sum(weights * np.exp(rates * t))


def fill_series(t):
    n = np.arange(200)
    m = 2 * n + 1
    decay = np.exp(-m**2 * np.pi**2 * D * t / (4 * L**2))
    return 1 - 4 / np.pi * np.sum((-1.0)**n / m * decay)


def fill_time(f):
    return 4 * L**2 / (np.pi**2 * D) * np.log(4 / (np.pi * (1 - f)))


sample_times = np.array([10e-6, 50e-6, 100e-6, 200e-6])
for t in sample_times:
    assert abs(fill_walk(t) - fill_series(t)) < 3e-3
for f in (0.5, 0.9):
    t_walk = brentq(lambda t: fill_walk(t) - f, 1e-6, 1e-3)
    assert abs(t_walk / fill_time(f) - 1) < 4e-3
# Time integral of the unfilled fraction, from the walk's decay modes.
assert abs(np.sum(weights / -rates) / mean_time - 1) < 4e-3


# Temperature belonging to D, for two rough sets of migration parameters.
def arrhenius(d0, barrier, temp):
    return d0 * np.exp(-barrier / (k_ev * temp))


d0_a, em_a = 2e-3, 0.47
d0_b, em_b = 2e-4, 0.15
T = em_a / (k_ev * np.log(d0_a / D))
T_b = em_b / (k_ev * np.log(d0_b / D))
for d0, em, temp in ((d0_a, em_a, T), (d0_b, em_b, T_b)):
    root = brentq(lambda x: np.log(arrhenius(d0, em, x) / D), 200, 2000)
    assert abs(root / temp - 1) < 1e-8
kT = k_ev * T
tau_cold = L**2 / arrhenius(d0_a, em_a, T - 50)
tau_hot = L**2 / arrhenius(d0_a, em_a, T + 50)
tau_room = L**2 / arrhenius(d0_a, em_a, 300)
D_b = arrhenius(d0_b, em_b, T)

# Reversible traps: mean time of a walk with a trapped state on each plane.
solubility = 2e12
site_density = 8 / a_si**3
trap_density, binding = 1e18, 0.8
K = trap_density / site_density * np.exp(binding / kT)
activity = solubility / site_density * np.exp(binding / kT)
trapped = trap_density * activity / (1 + activity)
assert abs(trapped / solubility / K - 1) < 1e-3  # traps stay nearly empty
release = 1e5
capture = K * release
free_part = np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)
unit = np.eye(planes)
full = np.block([[free_part - capture * unit, capture * unit],
                 [release * unit, -release * unit]])
trap_times = np.linalg.solve(full, -np.ones(2 * planes))
assert abs(trap_times[planes - 1] / mean_walk / (1 + K) - 1) < 1e-5
mean_trapped = (1 + K) * mean_time


# Drift of a singly charged atom in a uniform potential drop.
def drift_time(p):
    return L**2 / D * (1 / p - (1 - np.exp(-p)) / p**2)


drop_volt = 0.1
p = drop_volt / kT
for sign in (1, -1):
    ratio = walk_mean_time(planes, sign * p) / drift_time(sign * p)
    assert abs(ratio - 1) < 5e-3

# Supply: steady flux from a saturated face to a perfect sink.
flux = D * solubility / L
inner = planes - 1
band = np.zeros((3, inner))
band[0, 1:], band[1], band[2, :-1] = hop, -2 * hop, hop
source = np.zeros(inner)
source[0] = -hop * solubility * b
areal = solve_banded((1, 1), band, source)
assert abs(hop * areal[-1] / flux - 1) < 2e-3
film_nm, ni_density, ni_molar = 10.0, 8.9, 58.7
ni_areal = ni_density / ni_molar * const.N_A * film_nm * 1e-7
supply_time = ni_areal / flux
supply_time_b = ni_areal / (D_b * solubility / L)
assert min(supply_time, supply_time_b) > 1e6 * tau
front_speed_nm = 1.0
front_shift_nm = front_speed_nm * tau

us = 1e6
print(f"film thickness L = {L*1e7:.0f} nm")
print(f"diffusivity D = {D:.1e} cm2/s")
print(f"time scale L^2/D = {tau:.2e} s = {tau*us:.1f} us")
print(f"mean crossing time L^2/(2D) = {mean_time*us:.1f} us")
print(f"mean crossing time, walk over planes = {mean_walk*us:.2f} us")
print(f"time to 50 % at far face = {fill_time(0.5)*us:.1f} us")
print(f"time to 90 % at far face = {fill_time(0.9)*us:.1f} us")
print(f"90 % time in units of L^2/D = {fill_time(0.9)/tau:.3f}")
for t in sample_times:
    print(f"far-face filling at {t*us:.0f} us: series "
          f"{fill_series(t):.3f}, walk {fill_walk(t):.3f}")
print(f"interstitial plane spacing b = {b*1e7:.4f} nm")
print(f"number of planes in film = {planes}")
print(f"jump rate = {jump_rate:.2e} 1/s")
print(f"mean number of jumps in L^2/D = {jump_rate*tau:.2e}")
print(f"rough set A: D0 = {d0_a:.0e} cm2/s, Em = {em_a:.2f} eV")
print(f"temperature for D, set A = {T:.0f} K = {T-273.15:.0f} C")
print(f"thermal energy kT there = {kT:.4f} eV")
print(f"L^2/D 50 K colder, set A = {tau_cold*us:.0f} us")
print(f"L^2/D 50 K hotter, set A = {tau_hot*us:.0f} us")
print(f"L^2/D at 300 K, set A = {tau_room:.1f} s")
print(f"rough set B: D0 = {d0_b:.0e} cm2/s, Em = {em_b:.2f} eV")
print(f"temperature for D, set B = {T_b:.0f} K")
print(f"D at {T:.0f} K, set B = {D_b:.2e} cm2/s")
print(f"L^2/D at {T:.0f} K, set B = {L**2/D_b*us:.1f} us")
print(f"chosen traps: {trap_density:.0e} cm-3, binding {binding:.1f} eV")
print(f"interstitial site density = {site_density:.2e} cm-3")
print(f"trapped-to-free ratio K = {K:.2f}")
print(f"mean crossing time with traps = {mean_trapped*us:.0f} us")
print(f"chosen potential drop = {drop_volt:.1f} V, qV/kT = {p:.2f}")
print(f"mean crossing time, drift helping = {drift_time(p)*us:.1f} us")
print(f"mean crossing time, drift opposing = {drift_time(-p)*us:.1f} us")
print(f"rough solubility Cs = {solubility:.0e} cm-3")
print(f"mean Ni atoms in a 100 nm cube = {solubility*L**3:.1e}")
print(f"steady flux D Cs/L = {flux:.1e} 1/(cm2 s)")
print(f"nickel film: {film_nm:.0f} nm, rough density {ni_density} g/cm3")
print(f"nickel molar mass = {ni_molar} g/mol")
print(f"nickel film areal density = {ni_areal:.2e} cm-2")
print(f"supply time = {supply_time:.1e} s = {supply_time/86400:.1f} days")
print(f"supply time / (L^2/D) = {supply_time/tau:.1e}")
print(f"supply time with set B diffusivity = {supply_time_b:.1e} s")
print(f"rough silicide front speed = {front_speed_nm:.0f} nm/s")
print(f"front motion during L^2/D = {front_shift_nm:.1e} nm")
print("tests ok")
```

Running it gives:

```
film thickness L = 100 nm
diffusivity D = 1.0e-06 cm2/s
time scale L^2/D = 1.00e-04 s = 100.0 us
mean crossing time L^2/(2D) = 50.0 us
mean crossing time, walk over planes = 50.13 us
time to 50 % at far face = 37.9 us
time to 90 % at far face = 103.1 us
90 % time in units of L^2/D = 1.031
far-face filling at 10 us: series 0.051, walk 0.050
far-face filling at 50 us: series 0.629, walk 0.628
far-face filling at 100 us: series 0.892, walk 0.891
far-face filling at 200 us: series 0.991, walk 0.991
interstitial plane spacing b = 0.1358 nm
number of planes in film = 737
jump rate = 1.08e+10 1/s
mean number of jumps in L^2/D = 1.08e+06
rough set A: D0 = 2e-03 cm2/s, Em = 0.47 eV
temperature for D, set A = 718 K = 444 C
thermal energy kT there = 0.0618 eV
L^2/D 50 K colder, set A = 177 us
L^2/D 50 K hotter, set A = 61 us
L^2/D at 300 K, set A = 3.9 s
rough set B: D0 = 2e-04 cm2/s, Em = 0.15 eV
temperature for D, set B = 329 K
D at 718 K, set B = 1.77e-05 cm2/s
L^2/D at 718 K, set B = 5.7 us
chosen traps: 1e+18 cm-3, binding 0.8 eV
interstitial site density = 4.99e+22 cm-3
trapped-to-free ratio K = 8.32
mean crossing time with traps = 466 us
chosen potential drop = 0.1 V, qV/kT = 1.62
mean crossing time, drift helping = 31.2 us
mean crossing time, drift opposing = 92.6 us
rough solubility Cs = 2e+12 cm-3
mean Ni atoms in a 100 nm cube = 2.0e-03
steady flux D Cs/L = 2.0e+11 1/(cm2 s)
nickel film: 10 nm, rough density 8.9 g/cm3
nickel molar mass = 58.7 g/mol
nickel film areal density = 9.13e+16 cm-2
supply time = 4.6e+05 s = 5.3 days
supply time / (L^2/D) = 4.6e+09
supply time with set B diffusivity = 2.6e+04 s
rough silicide front speed = 1 nm/s
front motion during L^2/D = 1.0e-04 nm
tests ok
```
